**Diminishing gains from donors sharing one acceptor**

For n equivalent, uncoupled, filled donor orbitals and one empty acceptor orbital, the stabilisation is S(n) = √(Δ² + 4nt²) − Δ. Here Δ is the acceptor energy above the donors and t is the coupling of each donor to the acceptor. The program asserts that this formula, the transferred charge and the falling gains agree with full matrix diagonalisation for randomly drawn parameters, and that the gains also fall when donor and acceptor overlap. It also asserts the weak-coupling and many-donor limits, and that a donor-donor coupling above S(1)/2 makes the second gain exceed the first. For Δ = 12 eV and t = 2.5 eV, the gains fall from 1.000 eV for the first donor to 0.745 eV for the sixth. RHF and MP2 calculations on planar alane with fixed geometry give a second ammonia binding energy of little more than half the first. That drop is much larger than the model's 7%. Donor repulsion supplies part of it; the rest is a three-body remainder in which competition for the acceptor is not separated from other effects.

## Program and output

```python
"""
Result under test: n equivalent, mutually uncoupled, doubly occupied donor
orbitals at energy 0 and one empty acceptor at energy gap > 0, each coupled
with strength t, are stabilised by
    S(n) = sqrt(gap^2 + 4 n t^2) - gap,
and each additional donor adds less than the previous one.
Symbols: q = electrons moved to the acceptor; s = donor-acceptor overlap;
v = donor-donor coupling, positive when it raises the combination that
couples to the acceptor. Model energies are in eV, lengths in angstrom.
Alane with one or two ammonia molecules sizes what the model leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
HARTREE = const.physical_constants["Hartree energy in eV"][0]
KJMOL = const.e * const.N_A / 1000


def diagonalise(gap, couplings, s=0.0, v=0.0):
    """Stabilisation, acceptor charge (valid for s=0) and all levels."""
    c = np.asarray(couplings, float)
    n = len(c)
    h = np.zeros((n + 1, n + 1))
    h[:n, :n] = v * (np.ones((n, n)) - np.eye(n))
    h[:n, n] = h[n, :n] = -c
    h[n, n] = gap
    overlap = np.eye(n + 1)
    overlap[:n, n] = overlap[n, :n] = s * np.sign(c)
    energy, vectors = eigh(h, overlap)
    return -2 * energy[:n].sum(), 2 * (vectors[n, :n]**2).sum(), energy


def formula(gap, t, n):
    return np.sqrt(gap**2 + 4 * n * t**2) - gap


def overlap_formula(gap, t, n, s):
    a = 1 - n * s**2
    b = gap + 2 * n * t * s
    return (-b + np.sqrt(b**2 + 4 * a * n * t**2)) / a


# Closed form, unchanged levels, increments and charge against full matrices
rng = np.random.default_rng(7)
for trial in range(12):
    gap, t = rng.uniform(0.5, 15), rng.uniform(0.3, 4)
    totals = [0.0]
    for n in range(1, 10):
        signs = rng.choice([-1, 1], n)
        total, charge, energy = diagonalise(gap, t * signs)
        root = np.sqrt(gap**2 + 4 * n * t**2)
        assert abs(total - formula(gap, t, n)) < 1e-10
        assert np.allclose(energy[1:n], 0, atol=1e-10)
        assert abs(charge - (1 - gap / root)) < 1e-10
        previous = np.sqrt(gap**2 + 4 * (n - 1) * t**2)
        gain = 4 * t**2 / (root + previous)
        assert abs(total - totals[-1] - gain) < 1e-10
        totals.append(total)
    gains = np.diff(totals)
    assert np.all(gains > 0) and np.all(np.diff(gains) < 0)

    # The same ordering with overlap, from the generalised problem
    s = rng.uniform(0.02, 0.30)
    totals = [0.0]
    for n in range(1, 10):
        total = diagonalise(gap, [t] * n, s=s)[0]
        assert abs(total - overlap_formula(gap, t, n, s)) < 1e-8
        totals.append(total)
    gains = np.diff(totals)
    assert np.all(gains > 0) and np.all(np.diff(gains) < 0)

# Worked model
gap, t = 12.0, 2.5
model = [diagonalise(gap, [t] * n) for n in range(1, 7)]
totals = np.array([item[0] for item in model])
charges = np.array([item[1] for item in model])
gains = np.diff(np.r_[0.0, totals])

# A very weakly coupled extra donor measures the marginal gain
weak = 0.01
for n in range(1, 7):
    extra = diagonalise(gap, [t] * n + [weak])[0] - totals[n - 1]
    level_gap = model[n - 1][2][-1] - model[n - 1][2][0]
    assert abs(extra / (2 * weak**2 / level_gap) - 1) < 1e-5
    expected = 2 * weak**2 / gap * (1 - charges[n - 1])
    assert abs(extra / expected - 1) < 1e-5

# Weak-coupling correction and many-donor limit
small_t, n = 0.1, 3
remainder = diagonalise(gap, [small_t] * n)[0] - 2 * n * small_t**2 / gap
fourth = -2 * n**2 * small_t**4 / gap**3
assert abs(remainder / fourth - 1) < 1e-3
many = 400
excess = diagonalise(gap, [t] * many)[0] - (2 * t * np.sqrt(many) - gap)
assert abs(excess / (gap**2 / (4 * t * np.sqrt(many))) - 1) < 0.01

# Donor-donor coupling at which the second gain equals the first
critical_v = brentq(
    lambda v: diagonalise(gap, [t, t], v=v)[0] - 2 * totals[0], 0, 3)
assert abs(critical_v - totals[0] / 2) < 1e-9
above = diagonalise(gap, [t, t], v=1.2 * critical_v)[0]
assert above - totals[0] > totals[0]

# Molecular geometries, fixed rather than optimised
AL_H, AL_N, NH_RADIUS, NH_OFFSET = 1.60, 2.15, 0.94, 0.38


def alane(bend_degrees=0.0):
    bend = np.radians(bend_degrees)
    atoms = [("Al", (0.0, 0.0, 0.0))]
    for angle in np.radians([0, 120, 240]):
        atoms.append(("H", (AL_H * np.cos(bend) * np.cos(angle),
                            AL_H * np.cos(bend) * np.sin(angle),
                            -AL_H * np.sin(bend))))
    return atoms


def ammonia(side):
    atoms = [("N", (0.0, 0.0, side * AL_N))]
    for angle in np.radians([60, 180, 300]):
        atoms.append(("H", (NH_RADIUS * np.cos(angle),
                            NH_RADIUS * np.sin(angle),
                            side * (AL_N + NH_OFFSET))))
    return atoms


def solve(real, ghosts=()):
    atoms = list(real) + [("ghost-" + el, xyz) for el, xyz in ghosts]
    mol = gto.M(atom=atoms, basis="6-31g*", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mol, mf


def energies(real, ghosts=()):
    mf = solve(real, ghosts)[1]
    correlation = mp.MP2(mf).kernel()[0]
    return np.array([mf.e_tot, mf.e_tot + correlation]) * HARTREE


acceptor, upper, lower = alane(), ammonia(1), ammonia(-1)
mol_a, mf_a = solve(acceptor)
lumo = mol_a.nelectron // 2
a_orbital = mf_a.mo_coeff[:, lumo]
site_overlaps = []
for donor in (upper, lower):
    mol_d, mf_d = solve(donor)
    homo = mol_d.nelectron // 2 - 1
    d_orbital = mf_d.mo_coeff[:, homo].copy()
    d_orbital *= np.sign(d_orbital[mol_d.search_ao_label("N 2s")[0]])
    cross = gto.intor_cross("int1e_ovlp", mol_a, mol_d)
    site_overlaps.append(a_orbital @ cross @ d_orbital)
assert abs(site_overlaps[0]) > 0.01
assert abs(site_overlaps[0] + site_overlaps[1]) < 1e-5
molecular_s = abs(site_overlaps[0])
hf_gap = (mf_a.mo_energy[lumo] - mf_d.mo_energy[homo]) * HARTREE
overlap_totals = [diagonalise(gap, [t] * n, s=molecular_s)[0]
                  for n in (1, 2)]

# Coulomb repulsion of two electrons in the alane acceptor orbital
density = np.outer(a_orbital, a_orbital)
repulsion = np.sum(density * mf_a.get_j(mol_a, density)) * HARTREE
charge_cost = repulsion * charges[:2]**2 / 4

# Signed coupling of the ammonia lone pairs; alane's p orbital is odd
mol_pair, mf_pair = solve(upper + lower)
pair_homo = mol_pair.nelectron // 2 - 1
s_indices = mol_pair.search_ao_label("N 2s")
parity = [np.sign(np.prod(mf_pair.mo_coeff[s_indices, k]))
          for k in (pair_homo, pair_homo - 1)]
assert parity[0] * parity[1] < 0
splitting = (mf_pair.mo_energy[pair_homo]
             - mf_pair.mo_energy[pair_homo - 1]) * HARTREE
molecular_v = -parity[0] * splitting / 2
v_total = diagonalise(gap, [t, t], v=molecular_v)[0]

# Binding energies, every fragment in the basis of the full complex
e_a = energies(acceptor, upper + lower)
e_d = energies(upper, acceptor + lower)
e_ad = energies(acceptor + upper, lower)
e_dd = energies(upper + lower, acceptor)
e_add = energies(acceptor + upper + lower)
first = e_a + e_d - e_ad
second = e_ad + e_d - e_add
donor_donor = e_dd - 2 * e_d
three_body = first - second - donor_donor
assert np.all(first > 0) and np.all(second < first)

# Bending of alane away from a single donor, at fixed bond lengths
bends = [0, 6, 12, 18]
bend_energy = np.array([solve(alane(b) + upper)[1].e_tot
                        for b in bends]) * HARTREE
best = int(np.argmin(bend_energy))
bend_gain = bend_energy[0] - bend_energy[best]

# Translational free-energy cost of joining two ideal-gas molecules
temperature, pressure_torr = 300.0, 1.0
pressure = pressure_torr * const.torr
mass_a, mass_d = mol_a.atom_mass_list().sum(), mol_d.atom_mass_list().sum()


def joining_cost(mass_1, mass_2):
    mass = mass_1 * mass_2 / (mass_1 + mass_2) * const.atomic_mass
    states = (2 * np.pi * mass * const.k * temperature / const.h**2)**1.5
    volume = const.k * temperature / pressure
    return const.k * temperature * np.log(states * volume) / const.e


cost_1 = joining_cost(mass_a, mass_d)
cost_2 = joining_cost(mass_a + mass_d, mass_d)

print(f"model gap {gap:.1f} eV, coupling {t:.1f} eV")
for n in range(1, 7):
    print(f"n={n}: total {totals[n-1]:.4f} eV, gain {gains[n-1]:.4f} eV, "
          f"charge {charges[n-1]:.4f} e")
print(f"total n=1: {totals[0]*KJMOL:.1f} kJ/mol")
print(f"total n=2: {totals[1]*KJMOL:.1f} kJ/mol")
print(f"second gain / first gain: {gains[1]/gains[0]:.4f}")
print(f"second-order gain per donor: {2*t**2/gap:.4f} eV")
print(f"critical donor-donor coupling: {critical_v:.4f} eV")
print(f"second gain at 1.2 x critical: {above-totals[0]:.4f} eV")
print("Molecules: RHF and MP2, 6-31G*, fixed geometry")
print(f"Al-H {AL_H:.2f}, Al-N {AL_N:.2f} angstrom")
print(f"N-H {np.hypot(NH_RADIUS, NH_OFFSET):.3f} angstrom")
print(f"RHF fragment orbital gap: {hf_gap:.2f} eV")
print(f"fragment overlap, absolute value: {molecular_s:.3f}")
print(f"model with this overlap, first gain: {overlap_totals[0]:.3f} eV")
print(f"model with this overlap, second gain: "
      f"{overlap_totals[1]-overlap_totals[0]:.3f} eV")
print(f"ammonia lone-pair coupling v: {molecular_v:.3f} eV")
print(f"model second gain with this v: {v_total-totals[0]:.3f} eV")
print(f"acceptor Coulomb repulsion integral: {repulsion:.2f} eV")
print(f"its first-order cost, n=1: {charge_cost[0]:.4f} eV")
print(f"its first-order cost, n=2: {charge_cost[1]:.4f} eV")
for k, method in enumerate(("RHF", "MP2")):
    print(f"{method} first binding energy: {first[k]:.3f} eV")
    print(f"{method} second binding energy: {second[k]:.3f} eV")
    print(f"{method} donor-donor interaction: {donor_donor[k]:.3f} eV")
    print(f"{method} three-body remainder: {three_body[k]:.3f} eV")
print("alane bend angles tried: " + ", ".join(map(str, bends)) + " degrees")
print(f"lowest one-donor energy at: {bends[best]} degrees")
print(f"RHF energy gained by that bend: {bend_gain:.3f} eV")
print(f"gas: {temperature:.0f} K, {pressure_torr:.0f} Torr per species")
print(f"translational cost, first donor: {cost_1:.3f} eV")
print(f"translational cost, second donor: {cost_2:.3f} eV")
print("done: every assertion held")
```

Printed output:

```
model gap 12.0 eV, coupling 2.5 eV
n=1: total 1.0000 eV, gain 1.0000 eV, charge 0.0769 e
n=2: total 1.9284 eV, gain 0.9284 eV, charge 0.1385 e
n=3: total 2.7986 eV, gain 0.8703 eV, charge 0.1891 e
n=4: total 3.6205 eV, gain 0.8219 eV, charge 0.2318 e
n=5: total 4.4012 eV, gain 0.7807 eV, charge 0.2683 e
n=6: total 5.1464 eV, gain 0.7452 eV, charge 0.3001 e
total n=1: 96.5 kJ/mol
total n=2: 186.1 kJ/mol
second gain / first gain: 0.9284
second-order gain per donor: 1.0417 eV
critical donor-donor coupling: 0.5000 eV
second gain at 1.2 x critical: 1.0149 eV
Molecules: RHF and MP2, 6-31G*, fixed geometry
Al-H 1.60, Al-N 2.15 angstrom
N-H 1.014 angstrom
RHF fragment orbital gap: 12.34 eV
fragment overlap, absolute value: 0.229
model with this overlap, first gain: 0.921 eV
model with this overlap, second gain: 0.743 eV
ammonia lone-pair coupling v: 0.073 eV
model second gain with this v: 0.939 eV
acceptor Coulomb repulsion integral: 6.70 eV
its first-order cost, n=1: 0.0099 eV
its first-order cost, n=2: 0.0321 eV
RHF first binding energy: 0.920 eV
RHF second binding energy: 0.521 eV
RHF donor-donor interaction: 0.104 eV
RHF three-body remainder: 0.296 eV
MP2 first binding energy: 1.010 eV
MP2 second binding energy: 0.563 eV
MP2 donor-donor interaction: 0.108 eV
MP2 three-body remainder: 0.338 eV
alane bend angles tried: 0, 6, 12, 18 degrees
lowest one-donor energy at: 12 degrees
RHF energy gained by that bend: 0.203 eV
gas: 300 K, 1 Torr per species
translational cost, first donor: 0.538 eV
translational cost, second donor: 0.543 eV
done: every assertion held
```
